# Why Vacancies Scatter Phonons More Strongly Than Their Lost Mass

Take a crystal with a thermal conductivity of 140 W/(m K) and remove one atom in a thousand. If each vacancy scattered phonons only through its lost mass, the model below would give 115 W/(m K). Klemens's rule, which assigns the vacancy an effective mass perturbation of three atomic masses and hence nine times the scattering, gives 64.5 W/(m K). A calculation for a face-centred cubic (fcc) lattice, with all bonds of the missing atom cut, gives a factor of 7.5 for long waves. Used at all frequencies, as the rule's nine is here, it yields 68.7 W/(m K). These figures compare constant factors only. In a scalar lattice, where the frequency dependence is computed (Section 8), the factor drops below one for most modes and the extra loss over lost mass disappears.

The rule comes close to this long-wave factor, but not because the vacancy acts as a triple mass. Lost inertia and lost bonds scatter with different angular patterns, and they interfere. The factor nine is the first-order intensity for backscattering; a relaxation rate averages over all final directions and includes the yielding of the lattice around the hole. These contributions are separated below and then weighed.

## 1. The perturbation and its two signs

Consider a harmonic monatomic cubic lattice with atomic mass $M$ and nearest-neighbour springs $K$. Its displacements at angular frequency $\omega$ obey

$$(M\omega^2-\Phi)u=0,$$

where $\Phi$ is the force-constant matrix. A defect changes the masses by $\Delta M$ and the force constants by $\Delta\Phi$. Moving these changes to the right gives

$$(M\omega^2-\Phi)u=Vu,\qquad V=\Delta\Phi-\omega^2\Delta M .$$

Let $T(\mathbf k',\mathbf k)$ be the scattering amplitude between plane waves of unit amplitude per site. In first order it is the matrix element of $V$.

**Inertia.** For a missing atom $\Delta M=-M$, so this part of $V$ is $+M\omega^2$ at the vacant site. With real unit polarizations $\mathbf e$ and $\mathbf e'$, its amplitude is $M\omega^2\,\mathbf e'\cdot\mathbf e$.

**Bonds.** Let $\epsilon_\delta$ be the elongation of the bond to neighbour $\delta$ in the incoming wave, and $\epsilon'_\delta$ that in the outgoing wave. Cutting the bonds removes their elastic energy, so the amplitude is

$$-K\sum_\delta \epsilon_\delta'^{*}\epsilon_\delta .$$

The size of this term follows from energy. In a harmonic mode the time-averaged kinetic and potential energies are equal. A plane wave has the same energy at every site, and each bond is shared by two atoms, so the potential energy per atom is half the energy of the bonds meeting at a site. For amplitude $u$,

$$\frac12\sum_\delta\frac14K|\epsilon_\delta|^2=\frac14M\omega^2|u|^2
\quad\Longrightarrow\quad
K\sum_\delta|\epsilon_\delta|^2=2M\omega^2|u|^2 .$$

This is the origin of the "two masses" for the bonds. It fixes the magnitude of the bond term when the outgoing wave equals the incoming one, but not its value for other directions.

## 2. Where the factor nine occurs

The angular dependence is clearest in a simple cubic lattice with one scalar displacement per site. For long waves the elongation is $e^{i\mathbf k\cdot\boldsymbol\delta}-1\simeq i\mathbf k\cdot\boldsymbol\delta$. With lattice spacing $a$, the six neighbours give

$$K\sum_\delta(\mathbf k'\cdot\boldsymbol\delta)(\mathbf k\cdot\boldsymbol\delta)
=2Ka^2\,\mathbf k'\cdot\mathbf k .$$

In the same limit $M\omega^2=Ka^2k^2$. Scattering is elastic, so $k'=k$, and with $\theta$ the scattering angle

$$\frac{T}{M\omega^2}=1-2\cos\theta .$$

The amplitude is $-1$ forward, $+1$ at a right angle and $+3$ backward. The corresponding intensities, relative to inertia alone, are 1, 1 and 9. Reversing the outgoing wave reverses its strain but not its displacement at the vacant site. This is why the two terms oppose each other forward and add backward.

A similar limit holds for vector displacements. By the Cauchy–Schwarz inequality and the energy identity, the bond term cannot exceed $2M\omega^2$ in magnitude. Since $|\mathbf e'\cdot\mathbf e|\le1$, the first-order amplitude cannot exceed $3M\omega^2$. In the long-wave limit, backscattering with unchanged polarization reaches this value. Klemens's nine is therefore the largest first-order intensity ratio, measured against inertia scattering between equal polarizations.

## 3. From intensity to relaxation rate

Let $S$ be the vacancy rate divided by the first-order rate for removing the mass with all bonds intact. To prepare for the next section, multiply the bond term by a factor $\beta$, equal to 1 in first order:

$$\frac{T}{M\omega^2}=1-2\beta\cos\theta .$$

Over a sphere, $\langle\cos\theta\rangle=\langle\cos^3\theta\rangle=0$ and $\langle\cos^2\theta\rangle=1/3$. The total rate gives

$$S_{\rm tot}=\langle1-4\beta\cos\theta+4\beta^2\cos^2\theta\rangle
=1+\frac{4\beta^2}{3}.$$

Heat flow is degraded little by forward scattering and strongly by backscattering. In an isotropic medium the current therefore relaxes with the weight $1-\cos\theta$:

$$\begin{aligned}
S&=\langle(1-\cos\theta)(1-4\beta\cos\theta+4\beta^2\cos^2\theta)\rangle\\
&=1+4\beta\langle\cos^2\theta\rangle+4\beta^2\langle\cos^2\theta\rangle
=1+\frac{4\beta}{3}+\frac{4\beta^2}{3}.
\end{aligned}$$

For inertia alone both averages equal 1. In first order the transport result is $1+4/3+4/3=11/3$: inertia contributes 1, interference 4/3 and the bonds by themselves 4/3. The total rate has no interference term and equals $7/3$. A separate evaluation with lattice Green functions, extrapolated to zero frequency, gives 3.666 and 2.333.

The interference can also reduce scattering. For a general weak defect put $m=\Delta M/M$ and let $q$ be the fractional change of the six springs. Then $T/(M\omega^2)=-m+2q\cos\theta$, and the same averages give

$$S=m^2+\frac{4mq}{3}+\frac{4q^2}{3}.$$

A light atom on softened bonds has $m<0$ and $q<0$, so the middle term is positive. A heavy atom on softened bonds has a negative middle term. Adding the magnitudes of the two perturbations before squaring would miss this difference.

## 4. The lattice yields around the hole

Cutting a bond is not a small change. Once the bonds are gone, the neighbours move further apart under a given applied strain than they would in the perfect crystal. Repeated scattering accounts for this:

$$T=V+VGV+VGVGV+\cdots=(1-VG)^{-1}V,$$

with $G=(M\omega^2-\Phi)^{-1}$. At low frequency the strain part can use the static limit $G=-\Phi^{-1}$.

Take the two neighbours at $\pm a$ along $x$. A uniform strain displaces them oppositely, in the normalized pattern $|p\rangle=(|{+a}\rangle-|{-a}\rangle)/\sqrt2$, and by symmetry the central site stays at rest. For a displacement $s$ in this pattern, cutting both bonds changes the energy by $-Ks^2/2$, so $V=-K|p\rangle\langle p|$. The patterns along $x$, $y$ and $z$ do not mix, because a reflection reverses one of them and leaves the other two unchanged. The series is then a number:

$$T_p=-\frac{K}{1-p},\qquad
p=K\langle p|\Phi^{-1}|p\rangle=K[g(0)-g(2a)],$$

where $g$ is the static displacement per unit force, at the distance shown. In terms of plane waves,

$$p=\left\langle\frac{1-\cos2k_xa}{2\sum_j(1-\cos k_ja)}\right\rangle_{\mathbf k}=0.2098 .$$

Hence $\beta=1/(1-0.2098)=1.266$.

The inertial term is not enhanced in this limit. To see this, assign to the empty site a fictitious displacement $u_0$ that obeys the perfect-lattice equation

$$M\omega^2u_0=K\sum_\delta(u_0-u_\delta).$$

In a perfect lattice this atom would exert the force $K(u_0-u_\delta)$ on neighbour $\delta$. In the real lattice these forces are absent. Relative to the perfect lattice, the neighbours therefore feel an additional total force $-M\omega^2u_0$. An applied force $f$ enters the equation of motion as $(M\omega^2-\Phi)u=-f$, so the corresponding part of $Vu$ sums to $+M\omega^2u_0$. At long wavelength $u_0$ tends to the incident displacement, which leaves the inertial amplitude at $M\omega^2$.

The long-wave scalar result is therefore

$$S=1+\frac43(1.2656)+\frac43(1.2656)^2=1+1.687+2.136=4.823 .$$

The lattice Green functions give 4.820, and they give 3.134 for the total rate against 3.136 from the formula.

The argument never used what occupies the hole. An atom with no bonds to the host cannot influence the host, whatever its mass. At the finite frequency $M\omega^2=K$, the computed $S$ is 3.6221 both with the full atomic mass left in the hole and with half of it. Yet a first-order calculation with the full mass left behind would have no inertial term at all. The division into "mass" and "bonds" thus belongs to first-order theory; in the complete problem, cutting the bonds already removes the atom's inertia from the host.

## 5. Seeing the signs in standing waves

The opposite signs also appear in frequency shifts. Place one vacancy in a periodic box of $N$ sites. The waves $\mathbf k$ and $-\mathbf k$ combine into a cosine with an antinode at the vacancy and a sine with a node there. To first order in $1/N$, the fractional shift of $\omega^2$ is the forward amplitude plus the backward amplitude for the cosine, and the forward minus the backward amplitude for the sine:

$$\begin{aligned}
N\frac{\delta\omega^2}{\omega^2}\bigg|_{\rm antinode}
&=(1-2\beta)+(1+2\beta)=2,\\
N\frac{\delta\omega^2}{\omega^2}\bigg|_{\rm node}
&=(1-2\beta)-(1+2\beta)=-4\beta .
\end{aligned}$$

At an antinode the displacement is largest and the strain vanishes, so only the loss of inertia matters and the frequency rises. At a node the strain is largest, so the loss of stiffness matters and the frequency falls. Diagonalizing a $40\times10\times10$ scalar lattice with one site removed gives 1.970 and $-5.044$; the long-wave predictions are 2 and $-5.062$. Both agree within the 2% allowed for finite wavelength and periodic images.

## 6. Three polarizations

Real displacements are vectors. Consider the fcc lattice with central springs to twelve neighbours. A uniform strain stretches opposite bonds equally, so six pair elongations describe it. For a long wave of phase velocity $c$ along the unit vector $\mathbf n$, in units with $K=M=1$,

$$s_d=\frac{\sqrt2\,(\mathbf n\cdot\boldsymbol\delta_d)(\hat{\boldsymbol\delta}_d\cdot\mathbf e)}{c},
\qquad \sum_{d=1}^6s_d^2=2 .$$

The sum is the energy identity of Section 1. Let the matrix $b$ convert pair elongations into displacements of the atoms, so that $V=-Kbb^{\mathsf T}$. The repeated-scattering series becomes

$$T_{\rm bond}=-Kb\,(1+P+P^2+\cdots)\,b^{\mathsf T}=-KbRb^{\mathsf T},$$

with $P=Kb^{\mathsf T}\Phi^{-1}b$ and $R=(1-P)^{-1}$. The full long-wave amplitude is

$$\frac{T}{M\omega^2}=\mathbf e'\cdot\mathbf e-s'^{\mathsf T}Rs .$$

The matrix $R$ enhances volume strain by 1.32, tetragonal strain by 1.60 and shear by 1.50. A $40\times8\times8$ fcc box, measured in half cube edges, checks the shear value: the node shift is $-6.00$ against a predicted $-5.99$, and the antinode shift is 1.97 against 2.

Polarization changes the weights even in first order. Averages run over all modes at one frequency, each direction and branch weighted by $1/c^3$. Cubic symmetry gives $\langle\mathbf e\mathbf e^{\mathsf T}\rangle=\mathbf 1/3$, so inertia alone has mean intensity $\langle(\mathbf e'\cdot\mathbf e)^2\rangle=1/3$, because many final polarizations are poorly matched to the incoming one. Interference vanishes from the total rate because $s'$ changes sign with $\mathbf k'$. Hence

$$S_{\rm tot}^{(1)}=1+3\langle(s'\cdot s)^2\rangle
=1+3\,{\rm Tr}\,C^2,\qquad C=\langle ss^{\mathsf T}\rangle .$$

The $6\times6$ matrix $C$ has trace 2, so ${\rm Tr}\,C^2\ge2^2/6=2/3$ and $S_{\rm tot}^{(1)}\ge3$. The computed value is 3.20, compared with 2.33 in the scalar lattice. Lattice yielding raises it to 6.28.

For heat flow, take a departure from equilibrium proportional to the group velocity $\mathbf v$. This is a trial function for the anisotropic lattice, not a full solution of its Boltzmann equation. It gives

$$S=\frac{\langle |T|^2(v^2-\mathbf v\cdot\mathbf v')\rangle}
{\langle |T_{\rm mass}|^2(v^2-\mathbf v\cdot\mathbf v')\rangle}.$$

The result is 4.16 in first order and 7.52 with the bonds fully cut. Klemens's 9 is about 20% above the latter. Solving the Boltzmann equation fully, with vacancy scattering alone, lowers these values to 4.06 and 7.16, and 9 is then 26% too high. With the host scattering of Section 7 included, the full solution moves the conductivity only from 68.7 to about 69.3 W/(m K). A relaxation-time treatment would use the total rate, 6.28, and give 73.1 W/(m K). In this lattice, then, lattice yielding supplies much of what the rule obtains by using the backscattering intensity for every direction.

## 7. What the factor does to conductivity

First find the absolute rate for lost mass. One missing mass couples two modes of a box with frequency matrix element $T/(2M\omega N)=\omega/(2N)$. Three branches of equal speed, with the mean polarization factor $1/3$ of Section 6, count together as one branch with factor 1. One branch has $NV_0\omega^2/(2\pi^2v^3)$ modes per unit angular frequency, where $V_0$ is the atomic volume and $v$ the sound speed. For a vacancy fraction $c_v$, there are $c_vN$ vacancies, and

$$\frac1{\tau_{\rm mass}}
=c_vN\,2\pi\left(\frac{\omega}{2N}\right)^2\frac{NV_0\omega^2}{2\pi^2v^3}
=A_1\omega^4,\qquad A_1=\frac{c_vV_0}{4\pi v^3}.$$

Let the host scatter at the rate $B\omega^2$, and add $SA_1\omega^4$. Three branches with the classical heat capacity $k_B$ per mode, filled up to the Debye frequency $\omega_D=v(6\pi^2/V_0)^{1/3}$, give

$$\kappa=\frac{k_B}{2\pi^2v}\int_0^{\omega_D}
\frac{\omega^2\,d\omega}{B\omega^2+SA_1\omega^4}
=\kappa_0\frac{\arctan u}{u},\qquad u^2=\frac{SA_1\omega_D^2}{B},$$

where $\kappa_0=k_B\omega_D/(2\pi^2vB)$. For small $u$ the loss is $\kappa_0u^2/3$, proportional to $S$. For large $u$, $\kappa\simeq\pi\kappa_0/(2u)$ varies as $S^{-1/2}$, so a small fractional error in $S$ gives half that fractional error in $\kappa$. At smaller $u$ the fractional error in $\kappa$ is smaller still.

The example uses rough values on the scale of silicon: $V_0=0.020$ nm³, $v=6000$ m/s, $\kappa_0=140$ W/(m K), 300 K and $c_v=0.1\%$. Then $\omega_D/2\pi=13.7$ THz, $B=7.17\times10^{-17}$ s and $A_1=7.37\times10^{-45}$ s³. For lost mass,

$$u^2=\frac{(7.37\times10^{-45})(2\pi\times13.71\times10^{12})^2}{7.17\times10^{-17}}=0.76,
\qquad u=0.873 .$$

With the host and vacancy fraction fixed, the long-wave factors give:

| Scattering model | $S$ | $u$ | $\kappa$ in W/(m K) |
|---|---:|---:|---:|
| Mass alone | 1 | 0.87 | 115.1 |
| Scalar, bonds cut | 4.82 | 1.92 | 79.6 |
| fcc, bonds cut | 7.52 | 2.40 | 68.7 |
| Klemens | 9 | 2.62 | 64.5 |

The 20% difference between the last two factors changes the conductivity by about 6%.

## 8. Weighing what was left out

**Frequency.** The table extends the long-wave $S$ to the Debye frequency. The scalar lattice shows how severe this is: $S$ falls from 4.82 at zero frequency to 3.62 at 3.5 THz, 1.50 at 6.1 THz and 0.26 at 8.6 THz. The reference is the first-order mass rate at the same frequency. The last value means that the full vacancy scatters less than this first-order estimate, not that it scatters less than at low frequency. If 0.26 held at all frequencies, the conductivity would be 131.7 W/(m K). That is a measure of sensitivity, not a prediction: lower frequencies have a larger $S$, while from 9.3 to 11.9 THz $S$ lies between about 0.1 and 0.2. About 80% of the modes have $S<1$. The table therefore compares factors within one rate law and does not give the conductivity of the full lattice model. Within this law, a constant long-wave $S$ considerably overstates the loss for the scalar lattice, because $S$ is far below that value at the frequencies that hold most of the modes. Inserting the scalar $S(\omega)$ into the law, held near 0.2 above the band top, gives about 125 W/(m K), against 79.6 for the constant value and 115.1 for mass alone. The lattice's own mode density and group velocities depart from the Debye form at these frequencies. Using them with the same $B$, and scaling the defect-free value to 140, gives about 118 W/(m K), the same as first-order mass scattering. The frequency dependence of the fcc factor is not computed here.

**Neighbouring bonds.** Suppose each of the six neighbours also has its five remaining bonds softened by 20%. These 30 bonds have a total spring change of $30\times0.2K=6K$, equal to that of the six cut bonds, and cubic symmetry gives them the same angular form. The first-order bond term doubles, so $S=1+8/3+16/3=9$. The full scalar calculation gives about 11.75, and $\kappa$ falls from 79.6 to 58.4 W/(m K). The full $S$ rises steadily from 4.82 as these bonds soften, and a softening of about 13% gives nine in the scalar lattice too. A factor near nine therefore does not identify its cause.

**Heat capacity.** At 300 K, below the model's Debye temperature of 658 K, high-frequency modes carry less heat than assumed. With $\kappa_0$ held fixed, the quantum heat capacity raises the fcc value from 68.7 to 72.7 W/(m K).

**Independent scattering.** The mean vacancy spacing is 2.7 nm. At 5 THz the wavelength is 1.2 nm and the vacancy free path, using the fcc long-wave $S$, is 111 nm. The wavenumber times this path is about 580, so scattering is weak on the scale of a wavelength. Adding the rates also requires random vacancy positions; clusters would scatter coherently at long wavelength.

**Comparison with silicon.** The volume, sound speed and host conductivity are of silicon's order, but a vacancy fraction of 0.1% is far above thermal equilibrium and would represent heavy damage. Silicon has four neighbours per atom, bond-bending forces and optical branches, and the bonds around its vacancies rearrange. None of this is in the model, nor is the redistribution of heat by normal phonon collisions. The softening case shows that altered neighbouring bonds alone can change the long-wave $S$ by a factor of 2.4. For such a material, $S=9$ is not tested here and can serve only as a rough starting value, for dilute, isolated vacancies and low-frequency phonons; a quantitative value needs the force constants around the actual defect and the frequency dependence of its scattering.

## Values computed for the example and the checks

```
Scalar lattice: static response p = 0.20984
Scalar lattice: strain enhancement beta = 1.2656
First order, total S: formula 2.3333, lattice 2.3330
First order, transport S: formula 3.6667, lattice 3.6661
Exact, total S: formula 3.1356, lattice 3.1340
Exact, transport S: formula 4.8230, lattice 4.8200
Transport S at E=1, full atom left in hole: 3.62209
Transport S at E=1, half-mass atom left: 3.62209
Scalar box, N*shift at node: -5.0443; predicted -5.0623
Scalar box, N*shift at antinode: 1.9696; predicted 2
fcc bond energy / (M omega^2 u^2): 2.000000
fcc largest first-order amplitude: 3.000000
fcc enhancement, volume strain: 1.3176
fcc enhancement, tetragonal strain: 1.6002
fcc enhancement, shear strain: 1.4973
fcc box, N*shift at node: -6.0005; predicted -5.9894
fcc box, N*shift at antinode: 1.9669; predicted 2
fcc first order: total S 3.2030, transport S 4.1624
fcc exact: total S 6.2752, transport S 7.5251
Atomic volume: 0.020 nm^3
Sound speed: 6000 m/s
Temperature: 300 K
Vacancy concentration: 0.10 %
Debye frequency: 13.71 THz
Debye temperature: 658 K
Host scattering coefficient B: 7.1741e-17 s
Mass-only coefficient A: 7.3683e-45 s^3
Conductivity without vacancies: 140.0 W/(m K)
mass alone: S 1.000, u 0.873, kappa 115.1 W/(m K)
scalar exact: S 4.823, u 1.918, kappa 79.6 W/(m K)
fcc exact: S 7.525, u 2.395, kappa 68.7 W/(m K)
Klemens: S 9.000, u 2.619, kappa 64.5 W/(m K)
fcc S with quantum heat capacity: kappa 72.7 W/(m K)
Scalar transport S at 3.52 THz (E=1): 3.622
Scalar transport S at 6.09 THz (E=3): 1.505
Scalar transport S at 8.62 THz (E=6): 0.261
Scalar kappa if S(E=6) held throughout: 131.7 W/(m K)
Scalar transport S, back bonds 20% softer: 11.736
Scalar kappa, back bonds 20% softer: 58.4 W/(m K)
Mean vacancy spacing: 2.71 nm
Wavelength at 5 THz: 1.20 nm
Vacancy free path at 5 THz, fcc S: 111.1 nm
Wavenumber times free path at 5 THz: 581.7
```
